# Carrier Scattering by the Strain Field of Edge Dislocations

## Result and setting

Straight, parallel edge dislocations run along \(z\), at random positions with areal density \(N\). Let \(b\) be their Burgers length, \(\nu\) Poisson's ratio, \(E_1\) the deformation potential and \(m\) the carrier mass. In the Born approximation the momentum relaxation time for motion across the lines is

\[
\tau(E_\perp)=\frac{8\hbar E_\perp}{N E_1^2b^2}\left(\frac{1-\nu}{1-2\nu}\right)^2,\qquad E_\perp=\frac{\hbar^2(k_x^2+k_y^2)}{2m}.
\]

For nondegenerate carriers the corresponding mobility is

\[
\mu_\perp=\frac{16e\hbar k_BT}{mNE_1^2b^2}\left(\frac{1-\nu}{1-2\nu}\right)^2 .
\]

This is Dexter–Seitz scattering. The medium is elastically isotropic and the band is parabolic and isotropic. The band edge responds to the dilatation alone. Charged cores, piezoelectric fields, coupling to shear and screening are left out. The Burgers vectors are balanced over directions in the \(xy\) plane, for instance in three equal families at \(60^\circ\). A single family is treated separately below, because it does not have one isotropic relaxation time.

## The elastic field of one line

Put the line at the origin with its Burgers vector along \(x\), and let \(\theta\) be the polar angle. The displacement is

\[
u_x=\frac{b}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],
\]
\[
u_y=-\frac{b}{8\pi(1-\nu)}\left[2(1-2\nu)\ln r+\frac{x^2-y^2}{r^2}\right].
\]

On one circuit \(\theta\) grows by \(2\pi\), so \(u_x\) jumps by \(b\) and \(u_y\) returns to its value. This is the Burgers condition. The diagonal derivatives are

\[
\partial_xu_x=\frac b{2\pi}\left[-\frac y{r^2}+\frac{y(y^2-x^2)}{2(1-\nu)r^4}\right],
\]
\[
\partial_yu_y=\frac b{2\pi}\left[-\frac{(1-2\nu)y}{2(1-\nu)r^2}+\frac{x^2y}{(1-\nu)r^4}\right].
\]

The two terms in \(r^{-4}\) add to \(y/[2(1-\nu)r^2]\). The dilatation is therefore

\[
\Delta=\frac{by}{2\pi r^2}\left[-1+\frac{1-(1-2\nu)}{2(1-\nu)}\right]
=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac{\sin\theta}{r}.
\]

Equilibrium requires \((1-2\nu)\nabla^2\mathbf u+\nabla\Delta=0\). Both \(\theta\) and \(\ln r\) are harmonic, while \(xy/r^2=\tfrac12\sin2\theta\) and \((x^2-y^2)/r^2=\cos2\theta\) acquire a factor \(-4/r^2\) under \(\nabla^2\). Hence

\[
\nabla^2(u_x,u_y)=\frac{b}{2\pi(1-\nu)r^2}(-\sin2\theta,\cos2\theta).
\]

Since \(\nabla(y/r^2)=(-\sin2\theta,\cos2\theta)/r^2\), the gradient of \(\Delta\) is \(-(1-2\nu)\) times this vector, and equilibrium holds.

The line must also carry no net force. With shear modulus \(G\), Hooke's law \(\sigma_{ij}=\frac{2G\nu}{1-2\nu}\Delta\,\delta_{ij}+G(\partial_iu_j+\partial_ju_i)\) and \(D=Gb/[2\pi(1-\nu)]\) give

\[
\sigma_{xx}=-\frac{Dy(3x^2+y^2)}{r^4},\quad
(\sigma_{yy},\sigma_{xy})=\frac{D(x^2-y^2)}{r^4}(y,x).
\]

The traction on a circle is \((D/r)(-\sin2\theta,\cos2\theta)\), which integrates to zero.

These conditions fix the \(1/r\) strain. Suppose two such fields existed. Their difference \(\mathbf w\) would be single-valued, with a gradient proportional to \(1/r\), so \(\mathbf w=\mathbf a\ln r+\mathbf f(\theta)\) with constant \(\mathbf a\). The elastic energy between two circles is half the difference of \(\oint\mathbf t\cdot\mathbf w\,ds\) on them, where \(\mathbf t\) is the traction. The logarithmic part multiplies the net force, which is zero, and the rest does not depend on \(r\). The energy vanishes, and so does the strain of \(\mathbf w\). Core strains that fall faster than \(1/r\) are neglected.

## The scattering potential

The band edge shifts by \(V=E_1\Delta\), so

\[
V(\mathbf r)=-A\frac{\sin\theta}{r},\qquad
A=\frac{E_1b(1-2\nu)}{2\pi(1-\nu)}.
\]

The potential has opposite signs on the compressed and the stretched side of the glide plane. Reversing \(E_1\) or \(b\) reverses \(V\) but leaves the Born rate unchanged. As \(\nu\to\tfrac12\) the medium becomes incompressible, \(A\to0\), and this mechanism disappears.

For momentum transfer \(\mathbf q=q(\cos\varphi_q,\sin\varphi_q)\), the area element \(r\,dr\,d\theta\) cancels the \(1/r\):

\[
V(\mathbf q)=-A\int_0^\infty dr\int_0^{2\pi}d\theta\,\sin\theta\,e^{-iqr\cos(\theta-\varphi_q)} .
\]

Write \(\theta=\varphi_q+\alpha\). Then \(\sin\theta=\sin\varphi_q\cos\alpha+\cos\varphi_q\sin\alpha\), and the second term is odd in \(\alpha\) and drops out. Differentiating \(\int_0^{2\pi}e^{-iz\cos\alpha}d\alpha=2\pi J_0(z)\) with respect to \(z\), and using \(J_0'=-J_1\), gives

\[
\int_0^{2\pi}\cos\alpha\,e^{-iz\cos\alpha}d\alpha=-2\pi iJ_1(z).
\]

The radial integral is \(\int_0^\infty J_1(qr)dr=[-J_0(qr)/q]_0^\infty=1/q\). Thus

\[
V(\mathbf q)=\frac{2\pi iA\sin\varphi_q}{q},\qquad
|V(\mathbf q)|^2=\frac{4\pi^2A^2\sin^2\varphi_q}{q^2}.
\]

A transfer along the Burgers vector has \(\sin\varphi_q=0\) and is forbidden at this order.

## From the golden rule to the relaxation time

The potential does not depend on \(z\), so \(k_z\) is conserved. Energy conservation then conserves \(E_\perp\) by itself, which is why \(\tau\) depends on the transverse energy and not on the total energy.

In a cross-section of area \(S\), the matrix element is \(S^{-1}V(\mathbf q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}\). For random line positions \(\mathbf R_j\), the average squared sum is \(NS\), since the cross terms vanish for \(\mathbf q\ne0\). The sum over final states supplies \(S\int d^2k'/(2\pi)^2\), and \(S\) cancels. Weighting each collision by its loss of forward momentum, \(1-\cos\alpha\) for scattering angle \(\alpha\), we have

\[
\frac1\tau=N\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}\,|V(\mathbf q)|^2(1-\cos\alpha)\,\delta(E'_\perp-E_\perp).
\]

The Boltzmann equation below justifies the weight. The radial integral is \(\int k'dk'\,\delta(E'_\perp-E_\perp)=m/\hbar^2\), so

\[
\frac1\tau=\frac{Nm}{2\pi\hbar^3}\int_0^{2\pi}d\alpha\,|V(\mathbf q)|^2(1-\cos\alpha).
\]

On the energy shell \(q^2=2k_\perp^2(1-\cos\alpha)\). The angular weight cancels against \(q^{-2}\):

\[
|V|^2(1-\cos\alpha)=\frac{2\pi^2A^2}{k_\perp^2}\sin^2\varphi_q .
\]

For a family with Burgers direction \(\beta\), replace \(\varphi_q\) by \(\varphi_q-\beta\). Because \(\sin^2(\varphi_q-\beta)=\tfrac12-\tfrac12\cos2(\varphi_q-\beta)\), the family average is \(\tfrac12\) whenever the average of \(e^{2i\beta}\) vanishes. For \(\beta=0,60^\circ,120^\circ\) the three phases \(2\beta\) are \(0,120^\circ,240^\circ\) and cancel. Two equal perpendicular families also suffice. The integral over \(\alpha\) is then \(2\pi^3A^2/k_\perp^2\), and with \(k_\perp^2=2mE_\perp/\hbar^2\)

\[
\frac1\tau=\frac{\pi^2NmA^2}{\hbar^3k_\perp^2}=\frac{\pi^2NA^2}{2\hbar E_\perp}.
\]

The mass cancels. Inverting and inserting \(A^2=E_1^2b^2(1-2\nu)^2/[4\pi^2(1-\nu)^2]\) gives

\[
\tau=\frac{2\hbar E_\perp}{\pi^2NA^2}
=\frac{8\hbar E_\perp(1-\nu)^2}{NE_1^2b^2(1-2\nu)^2}.
\]

The linear energy dependence has a simple origin. The two-dimensional density of final states is constant, while \(|V|^2\) at fixed angle falls as \(1/k_\perp^2\).

Without the transport weight, the rate would contain \(\int d\alpha/(1-\cos\alpha)\). Excluding \(|\alpha|<\alpha_c\) leaves \(2\cot(\alpha_c/2)\), which diverges as \(4/\alpha_c\). This small-angle peak is not classical bending by the distant field: the phase gathered on a straight path does not depend on its distance from the line (see the last section), so the transverse impulse vanishes at first order. The peak is diffraction at the phase step between waves passing on opposite sides of the line, and its contribution to momentum loss is finite.

## Why this time solves the Boltzmann equation

Let a force \(F\) act along \(x\), let \(v_\perp\) be the transverse speed and \(\varphi\) the direction of \(\mathbf k_\perp\). Write the change of the distribution as

\[
f_1=-\frac{\partial f_0}{\partial E}\,F\,v_\perp\,\tau(E_\perp)\,g(\varphi).
\]

The steady linearized equation becomes \(Lg=\cos\varphi\), with

\[
Lg(\varphi)=\int_0^{2\pi}d\varphi'\,K(\varphi,\varphi')\,[g(\varphi)-g(\varphi')].
\]

For balanced families the golden rule gives, in units of \(1/\tau\),

\[
K=\frac1{2\pi[1-\cos(\varphi-\varphi')]} .
\]

Set \(\varphi'=\varphi+\alpha\) and expand

\[
\cos\varphi-\cos(\varphi+\alpha)=\cos\varphi(1-\cos\alpha)+\sin\varphi\sin\alpha .
\]

The last term is odd in \(\alpha\) and cancels when the small-angle region is approached symmetrically. The first gives \(L\cos\varphi=\cos\varphi\), so \(g=\cos\varphi\). The same holds for \(\sin\varphi\). Within the Born model, \(\tau\) is thus an exact relaxation time for the balanced case.

## Mobility

For nondegenerate carriers \(-\partial f_0/\partial E=f_0/(k_BT)\). With \(F=e\mathcal E\) in an electric field \(\mathcal E\), the current \(e\sum v_xf_1\), divided by \(ne\mathcal E\) for carrier density \(n\), gives

\[
\mu_\perp=\frac e{k_BT}\langle v_x^2\tau\rangle
=\frac e{mk_BT}\langle E_\perp\tau(E_\perp)\rangle ,
\]

because averaging over direction turns \(v_x^2\) into \(v_\perp^2/2=E_\perp/m\). The two transverse velocity components have Gaussian distributions, so \(E_\perp\) has probability density \(e^{-E_\perp/k_BT}/(k_BT)\), and \(\langle E_\perp^2\rangle=2(k_BT)^2\). Since \(\tau\) is proportional to \(E_\perp\),

\[
\mu_\perp=\frac em\,\tau(2k_BT),
\]

which is the stated mobility. Faster carriers are scattered less, hence \(\mu_\perp\propto T\). The rate is quadratic in the potential, hence \(\mu_\perp\propto E_1^{-2}\). These laws hold only where the Born approximation does, and they assume that \(m\), \(E_1\), \(N\) and the elastic constants do not change with temperature.

The degenerate limit is different. Let the three-dimensional gas have Fermi energy \(E_F\) and density of states \(\rho\) there, so that \(n=\tfrac23\rho E_F\). Then

\[
\mu_\perp=\frac{e\rho}{n}\langle v_x^2\tau\rangle_F
=\frac{e\rho}{nm}\,\frac{\tau(E_F)}{E_F}\,\langle E_\perp^2\rangle_F .
\]

On the Fermi sphere \(E_\perp=E_F\sin^2\vartheta\), where \(\vartheta\) is measured from the lines, and \(\langle\sin^4\vartheta\rangle=8/15\). Therefore

\[
\mu_\perp=\frac{3}{2}\cdot\frac{8}{15}\,\frac{e\tau(E_F)}m=\frac45\,\frac{e\tau(E_F)}m .
\]

With screening still neglected, the mobility now follows the Fermi energy and no longer the temperature.

Along \(z\) these lines remove no momentum. They set no finite mobility in that direction, and another mechanism must do so.

## One Burgers direction

If all Burgers vectors lie along \(x\), the factor \(\sin^2\varphi_q\) must be kept. On the energy shell \(\mathbf q\) is perpendicular to the bisector of the initial and final directions, so \(\sin^2\varphi_q=\cos^2[(\varphi+\varphi')/2]\) and

\[
K=\frac{1+\cos(\varphi+\varphi')}{2\pi[1-\cos(\varphi-\varphi')]} .
\]

To apply \(L\) to \(e^{in\varphi}\) we need

\[
I_n=\int_0^{2\pi}\frac{1-e^{in\alpha}}{1-\cos\alpha}\,d\alpha .
\]

Its odd part cancels. For \(n\ge1\) the combination \(I_{n+1}-2I_n+I_{n-1}\) equals \(2\int_0^{2\pi}\cos n\alpha\,d\alpha=0\). With \(I_0=0\) and \(I_1=2\pi\), this gives \(I_n=2\pi|n|\). Splitting \(\cos(2\varphi+\alpha)\) into exponentials, and using \(e^{\pm i\alpha}(1-e^{in\alpha})=(1-e^{i(n\pm1)\alpha})-(1-e^{\pm i\alpha})\), we find

\[
Le^{in\varphi}=|n|e^{in\varphi}+\tfrac{|n+1|-1}2e^{i(n+2)\varphi}+\tfrac{|n-1|-1}2e^{i(n-2)\varphi}.
\]

For \(n=1\) the real and imaginary parts are

\[
L\cos\varphi=\tfrac12\cos\varphi+\tfrac12\cos3\varphi,\qquad
L\sin\varphi=\tfrac32\sin\varphi+\tfrac12\sin3\varphi .
\]

Neither function is an eigenfunction. For a field along \(\mathbf b\), write \(g=\sum g_n\cos n\varphi\) over odd \(n\). The equations are \(\tfrac12g_1+\tfrac12g_3=1\) and, for \(n\ge3\),

\[
\tfrac{n-2}2g_{n-2}+n\,g_n+\tfrac n2g_{n+2}=0 .
\]

For a field across \(\mathbf b\), use sines and replace the first coefficient \(\tfrac12\) by \(\tfrac32\). The current picks out \(g_1\), so \(g_1\) is the mobility relative to the balanced case at equal \(N\).

Keeping the first harmonic alone would give \(2\) and \(2/3\). The converged solutions are \(2.53\) along \(\mathbf b\) and \(0.716\) across it, a ratio of \(3.53\). A direct discretization of the angular equation agrees with the harmonic equations. Motion along \(\mathbf b\) is easier because momentum transfer in that direction is suppressed. The two factors do not depend on energy, so the dependence on \(T\) and \(E_1\) is unchanged.

## Worked example

Take the round model parameters \(m=0.05\) electron masses, \(E_1=1\) eV, \(b=0.4\) nm, \(\nu=0.3\) and \(N=10^{15}\ \mathrm{m^{-2}}=10^{-3}\ \mathrm{nm^{-2}}\), with balanced families. The potential strength is

\[
A=\frac{1\times0.4\times0.4}{2\pi\times0.7}\ \mathrm{eV\,nm}=0.0364\ \mathrm{eV\,nm}.
\]

At 300 K, \(k_BT=25.85\) meV. The relaxation time is \(2.61\) ps at \(E_\perp=k_BT\) and twice that, \(5.21\) ps, at \(2k_BT\). The second value enters \(\mu_\perp=e\tau(2k_BT)/m\) and gives

\[
\mu_\perp(300\ \mathrm K)=18.3\ \mathrm{m^2/(V\,s)}=1.83\times10^5\ \mathrm{cm^2/(V\,s)} .
\]

This is the Born estimate of the mobility that the dilatation fields would allow if nothing else scattered the carriers. At 200 K it is \(18.33\times\tfrac23=12.2\ \mathrm{m^2/(V\,s)}\), and at 400 K it is \(18.33\times\tfrac43=24.4\ \mathrm{m^2/(V\,s)}\). Doubling \(E_1\) at 300 K leaves \(18.33/4=4.58\ \mathrm{m^2/(V\,s)}\).

The numerical output also lists mobilities obtained by integrating the golden rule over final states with a narrow energy broadening and then averaging over thermal velocities. At 300 K this gives \(18.333\) against \(18.331\ \mathrm{m^2/(V\,s)}\) from the formula. The agreement checks the integrations, not the Born approximation that both share.

## Where the result fails

**Strong potential.** Follow a straight path past the line at signed distance \(p\), with unit normal \(\mathbf n\) and path coordinate \(s\). The part of \(y/r^2\) odd in \(s\) cancels, and \(\int p\,ds/(s^2+p^2)=\pi\,\mathrm{sgn}\,p\). The accumulated phase therefore has magnitude

\[
\frac{\pi A|n_y|}{\hbar v_\perp}\le\chi,\qquad \chi=\frac{\pi A}{\hbar v_\perp},
\]

independent of distance. First-order scattering requires \(\chi\ll1\). At \(E_\perp=2k_BT\) the example has \(\chi=0.35\), \(0.29\) and \(0.25\) rad at 200, 300 and 400 K, which is moderately small. Solving the two-dimensional scattering problem for one line in full, with the field cut smoothly at large radius and the Burgers direction averaged, gives a transport rate below the Born rate by about 1% at \(\chi=0.29\), 4% at \(0.58\), 11% at \(1\) and a third at \(2\). Since \(\chi\propto T^{-1/2}\), it reaches 1 rad near \(300\times0.288^2\approx25\) K. The linear law cannot be trusted down to that temperature. Besides the Born error, the fields of the random lines add up to a potential of root-mean-square size \(A[\pi N\ln(L/b)]^{1/2}\) for an outer radius \(L\), about 5 meV for \(L=300\) nm, which exceeds \(k_BT=2.2\) meV at 25 K. Doubling \(E_1\) doubles \(\chi\), so the value \(4.58\ \mathrm{m^2/(V\,s)}\) is less secure than \(18.3\ \mathrm{m^2/(V\,s)}\). With the other parameters unchanged, \(\chi\) at 300 K reaches 1 rad for \(E_1\approx3.5\) eV. At 7 eV, a size met in real semiconductors, it would be 2.0 rad, and the true rate at that energy would be only about two thirds of the Born value, so the formula would be no more than a rough guide at room temperature.

Even at high temperature some carriers have small \(E_\perp\) and violate the condition. They carry little current: with \(x=E_\perp/k_BT\), the mobility integrand is \(\tfrac12x^2e^{-x}\), and the range \(x<0.5\), where \(\chi>0.58\) in the example at 300 K, supplies about 1.4% of the Born mobility.

**The core.** Continuum elasticity needs the largest momentum transfer, \(2k_\perp\), to satisfy \(2k_\perp b\ll1\). At 300 K and \(E_\perp=2k_BT\) the product is \(0.21\).

**Finite spacing.** The derivation lets each strain field extend to infinity. Cutting it at radius \(R\) changes the radial integral from \(1/q\) to \([1-J_0(qR)]/q\). With \(R=N^{-1/2}=31.6\) nm, the transport rate at the same energy becomes \(1.05\) times the uncut rate. At this energy the sharp cut raises the rate slightly; for \(k_\perp\) 20% smaller or 25% larger the ratio is \(0.94\) instead. That is possible because \((1-J_0)^2\) exceeds one wherever \(J_0<0\), an oscillation produced by the sharp edge. An exponential cut acts the other way: multiplying \(V\) by \(e^{-r/R}\) changes \(1/q\) to \([1-(1+q^2R^2)^{-1/2}]/q\), which is always smaller, so the rate falls, to \(0.74\) of the uncut value for the same \(R\) and energy. The sign and size of the change therefore depend on how the field is cut, and the 5% is neither a correction to apply nor a measure of the sensitivity to the outer field. Correlated line positions, as in walls or arrays, would also restore the cross terms that random positions remove.

## Table of computed values

```
mass = 0.05 electron masses
deformation potential E1 = 1.0 eV
Burgers length b = 0.4 nm
Poisson ratio = 0.3
dislocation density N = 1.0e+15 m^-2
mean line spacing N^(-1/2) = 31.6 nm
potential strength A = 0.03638 eV nm
kB T at 300 K = 25.85 meV
tau at E_perp = kB T, 300 K = 2.606 ps
tau at E_perp = 2 kB T, 300 K = 5.211 ps
mobility at 200 K = 12.221 m^2/(V s)
path phase at E_perp = 2 kB T, 200 K = 0.353 rad
mobility at 300 K = 18.331 m^2/(V s)
path phase at E_perp = 2 kB T, 300 K = 0.288 rad
mobility at 400 K = 24.441 m^2/(V s)
path phase at E_perp = 2 kB T, 400 K = 0.249 rad
mobility at 300 K = 1.833e+05 cm^2/(V s)
mobility at 300 K, E1 doubled = 4.583 m^2/(V s)
golden-rule mobility, 300 K, E1 = 1 eV: 18.333 m^2/(V s)
golden-rule mobility, 200 K, E1 = 1 eV: 12.222 m^2/(V s)
golden-rule mobility, 300 K, E1 = 2 eV: 4.583 m^2/(V s)
k_perp at E_perp = 2 kB T, 300 K = 0.2605 nm^-1
2 k_perp b at that energy = 0.208 (no unit)
rate with strain cut at spacing / uncut rate = 1.052 (no unit)
balanced families, mobility factors = 1.000000, 1.000000
one family, mobility factor along b = 2.5257 (no unit)
one family, mobility factor across b = 0.7164 (no unit)
one family, ratio along/across = 3.526 (no unit)
```
